# Why the factor one half does not slow the vacancy

**Q:** I am estimating how fast vacancies move in germanium. The correlation factor for the vacancy mechanism in the diamond lattice is $f=1/2$, so I multiply the random-walk diffusivity of the vacancy by one half. A vacancy that has just jumped is likely to jump straight back, and that wastes part of its motion. Is anything wrong with this?

**A:** Yes. The factor belongs to a different walker. Take one vacancy in a pure crystal. Let it exchange with each of its four neighbours at the same rate $w$, and let the lattice relax between jumps, so that no memory of the last jump survives. What is the probability that its next jump is a reversal?

**Q:** One quarter, since there are four equal choices. But one quarter is not zero, so some motion is still undone.

**A:** Some jumps are undone, but others carry the vacancy onward, and we must add both. Let $\mathbf e_1,\dots,\mathbf e_4$ be the unit vectors from an atom to its neighbours. They point to the corners of a regular tetrahedron, so $\sum_j\mathbf e_j=0$. Taking the scalar product with $\mathbf e_1$ gives

$$1+3\,\mathbf e_1\cdot\mathbf e_2=0,\qquad \mathbf e_1\cdot\mathbf e_2=-\tfrac13 .$$

The diamond lattice has two sublattices. From one, the bonds are $+\mathbf e_j$; from the other, $-\mathbf e_j$. If the vacancy has just jumped along $\mathbf e_1$, its next jump is one of the four $-\mathbf e_j$. The reversal $-\mathbf e_1$ has cosine $-1$ with the last jump, and the other three have cosine $+1/3$. The mean cosine is

$$\tfrac14(-1)+3\cdot\tfrac14\cdot\tfrac13=0 .$$

In fact the whole mean vector $-\frac14\sum_j\mathbf e_j$ vanishes, whatever the vacancy did before. The reversals are balanced by the forward jumps.

**Q:** How does that settle the diffusivity?

**A:** Write the displacement after $n$ jumps as a sum of jump vectors $\mathbf r_i$, each of length $d$, the bond length. Then

$$\langle R^2\rangle=nd^2+2\sum_{i<j}\langle\mathbf r_i\cdot\mathbf r_j\rangle .$$

For the vacancy, each later jump has zero mean given all earlier ones, so every cross term vanishes and $\langle R^2\rangle=nd^2$. In a time $t$ there are on average $n=4wt$ jumps. With the cubic lattice parameter $a$, $d=\sqrt3\,a/4$ and $d^2=3a^2/16$. Since $\langle R^2\rangle=6D_Vt$ in three dimensions,

$$D_V=\frac{4w\,d^2}{6}=\frac{4w}{6}\,\frac{3a^2}{16}=\frac{wa^2}{8}.$$

These relations contain no $\hbar$ and read the same in atomic units.

**Q:** The two sublattices still worry me. Could the alternation of bond directions hide a correlation?

**A:** We can find $D_V$ without following any jumps. Let the probability of finding the vacancy vary as a plane wave of wavevector $\mathbf k$, with amplitudes $p_A$ and $p_B$ on the two sublattices. With $S=\sum_j e^{i\mathbf k\cdot d\mathbf e_j}$, gain and loss give

$$\dot p_A=-4wp_A+wSp_B,\qquad \dot p_B=-4wp_B+wS^*p_A .$$

The decay rates are therefore $4w\mp w|S|$. The slow one describes diffusion and must approach $D_Vk^2$ for small $k$. Expanding the cosines in $|S|^2$,

$$|S|^2=4+2\sum_{i<j}\cos[d\,\mathbf k\cdot(\mathbf e_i-\mathbf e_j)]
\simeq16-d^2\sum_{i<j}[\mathbf k\cdot(\mathbf e_i-\mathbf e_j)]^2 .$$

Because $\sum_j\mathbf e_j=0$, the last sum equals $4\sum_j(\mathbf k\cdot\mathbf e_j)^2$. Cubic symmetry makes $\sum_j(\mathbf k\cdot\mathbf e_j)^2=4k^2/3$. Hence

$$|S|^2\simeq16-\tfrac{16}{3}d^2k^2=16-a^2k^2,\qquad |S|\simeq4-\tfrac18a^2k^2 .$$

The slow rate is $w(4-|S|)\simeq(wa^2/8)k^2$. It gives the same $D_V$, with no missing half.

**Q:** Then where does one half come from? Each atomic jump is also a vacancy jump. If the vacancy is random, the atoms ought to be random too.

**A:** Follow one tagged atom. Right after it jumps, where is the vacancy?

**Q:** On the site the atom has just left.

**A:** So the atom's surroundings are not symmetric. It has one vacant neighbour, and that neighbour lies behind it. The vacancy chooses among four atoms without preference, but the tagged atom cannot choose among four vacancies. It can jump elsewhere only if the vacancy first walks round to another of its neighbours, or if a different vacancy arrives.

**Q:** How do I turn that into a correlation factor?

**A:** Let $c$ be the mean cosine between successive jumps of the tagged atom. The bond of the last jump is a threefold axis of the crystal with its vacancy, so the mean next jump must lie along that axis: it is $c$ times the last jump. Inversion through a bond centre exchanges the sublattices, so $c$ is the same on both. After each jump the situation repeats itself, and the mean of the $m$th later jump is $c^m$ times the first. For $n$ jumps of the atom,

$$\frac{\langle R^2\rangle}{nd^2}=1+2\sum_{m=1}^{n-1}\left(1-\frac mn\right)c^m ,$$

because there are $n-m$ pairs separated by $m$ jumps. For $|c|<1$ and large $n$, the geometric series gives

$$f=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.$$

**Q:** If the vacancy returned at once with probability one quarter and otherwise vanished, I would have $c=-1/4$ and $f=0.6$. Real returns can take many steps. Must I sum over all those paths?

**A:** Symmetry does the sum for us. Put the tagged atom at the origin, with neighbours at $\mathbf n_j=d\mathbf e_j$. Let $\mathbf u(\mathbf x)$ be the mean unit vector of the atom's next jump when the vacancy is at $\mathbf x$. If this vacancy never returns, count zero. The next jump is then caused by another vacancy arriving from far away, equally likely to come in on any of the four bonds, so its mean is zero. This uses a vacancy site fraction $c_V\ll1$.

Away from the atom's neighbours, $\mathbf u$ at a site is the average of $\mathbf u$ over the four sites next to it, since the vacancy goes to each with probability one quarter. At $\mathbf n_j$, one of those four moves is an exchange with the tagged atom, which sends the atom along $\mathbf e_j$:

$$\mathbf u(\mathbf n_j)=\tfrac14\mathbf e_j+\tfrac14\sum_{\mathbf y\ne0}\mathbf u(\mathbf y),$$

where $\mathbf y$ runs over the neighbours of $\mathbf n_j$.

**Q:** The origin is left out of that sum. Doesn't this spoil the lattice equation?

**A:** Define $\mathbf u(0)=0$, and the missing term can be added without changing anything. The averaging rule also holds at the origin, because $\sum_j\mathbf u(\mathbf n_j)$ is a vector unchanged by all rotations of the tetrahedron, and such a vector must be zero. We now have an ordinary averaging equation on the complete lattice, with a source $\mathbf e_j/4$ at each $\mathbf n_j$.

Iterating it adds up the sources met by a free walk. Let $G_0$, $G_1$ and $G_2$ be the expected numbers of visits to a chosen site by a free walk that starts on that site, on a first neighbour and on a second neighbour. The start counts as a visit. These numbers are finite in three dimensions: after $n$ steps the walk is spread over a volume growing as $n^{3/2}$, so the chance of being on a given site is at most of order $n^{-3/2}$, and its sum converges.

Any two different neighbours of the origin are second neighbours of each other. Therefore

$$\mathbf u(\mathbf n_1)=\tfrac14[G_0\mathbf e_1+G_2(\mathbf e_2+\mathbf e_3+\mathbf e_4)]
=\tfrac14(G_0-G_2)\mathbf e_1,$$

where I used $\mathbf e_2+\mathbf e_3+\mathbf e_4=-\mathbf e_1$.

**Q:** So I need the difference $G_0-G_2$.

**A:** Look one step ahead. A walk starting on the chosen site counts one visit and moves to a first neighbour, so $G_0=1+G_1$. A walk starting on a first neighbour moves to the chosen site with probability $1/4$ and to one of its second neighbours with probability $3/4$, so $4G_1=G_0+3G_2$. Eliminate $G_1$:

$$4(G_0-1)=G_0+3G_2,\qquad G_0-G_2=\tfrac43 .$$

It follows that $\mathbf u(\mathbf n_1)=\mathbf e_1/3$. The atom came from $\mathbf n_1$, so its last jump was along $-\mathbf e_1$. Thus

$$c=-\mathbf e_1\cdot\tfrac13\mathbf e_1=-\tfrac13,\qquad
f=\frac{1-1/3}{1+1/3}=\frac12 .$$

**Q:** What do the individual return probabilities look like?

**A:** Solving the return equations numerically gives a reversal probability of 0.3606, a probability of 0.0272 for each of the other three bonds, and 0.5578 for no return of that vacancy. The mean cosine is

$$-0.3606+3(0.0272)/3=-0.3334,$$

in agreement with $-1/3$ to the accuracy of the numbers. These probabilities count only jumps made with the same vacancy. If it does not return, a fresh vacancy supplies the next jump, with equal chances for the four bonds. In all, the atom's next jump is a reversal with probability $0.3606+0.5578/4=0.500$, and it goes along each other bond with probability $0.0272+0.5578/4=0.167$. In the vacancy's own walk, all four probabilities are 0.25.

**Q:** How do I write the two diffusivities together?

**A:** Each vacancy jump moves one atom. For $c_V\ll1$ an atom therefore jumps at the average rate $4wc_V$. Its diffusivity is

$$D^*=f\,\frac{4wc_V\,d^2}{6}=f\,c_VD_V=\tfrac12c_VD_V .$$

The factor $c_V$ says how seldom an atom has a vacancy beside it. The factor $f$ says what share of the atom's random-walk diffusivity remains after the reversals. Neither changes $D_V$. If you divide a tracer diffusivity by $c_V$, you get $fD_V$, which is half the vacancy's diffusivity.

**Q:** There is still a paradox. The vacancy moves only by moving atoms. If the atoms lose half their squared displacement, how can the vacancy keep all of its own?

**A:** The square of a sum is not the sum of squares. In each exchange the atom moves opposite to the vacancy. If $\mathbf s_i$ is the net displacement of atom $i$, then $\mathbf R_V=-\sum_i\mathbf s_i$, and

$$\langle R_V^2\rangle=\sum_i\langle s_i^2\rangle+\sum_{i\ne j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .$$

After many vacancy jumps $n$, the left side is $nd^2$ and the first sum on the right is $nd^2/2$. The other half must lie in the second sum. On average, the displacements of different atoms moved by the same vacancy have a positive scalar product. Consecutive jumps already supply this half: after any jump, the next one moves a different atom with probability $3/4$, at cosine $+1/3$ to the last jump, and this adds $2n\cdot\frac34\cdot\frac13\,d^2=nd^2/2$ to the second sum. Jumps further apart add terms of both signs that cancel in total. A tracer measurement follows the self terms, whereas the vacancy's path contains both sums.

I can support this with a simulation in which every displaced atom is followed through eight walks of 200,000 vacancy jumps each. The atoms' summed squared displacement, divided by $nd^2$, is $0.4996\pm0.0010$. The vacancy's own ratio, taken over windows of 100 jumps, is $1.005\pm0.006$. The uncertainties are one standard error. The same vacancy jumps give one half for the atoms and one for the vacancy.

**Q:** Does one half still hold if the tagged atom is a different isotope?

**A:** Not quite, because its exchange rate changes. Let it be $xw$, with all other rates equal to $w$ and no binding between atom and vacancy. By symmetry $\mathbf u(\mathbf n_j)=\alpha\mathbf e_j$. The equation next to the atom becomes

$$(3+x)\mathbf u(\mathbf n_j)=x\mathbf e_j+\sum_{\mathbf y\ne0}\mathbf u(\mathbf y).$$

Add $(1-x)\mathbf u(\mathbf n_j)$ to both sides. The left side is again $4\mathbf u(\mathbf n_j)$, and the source strength has changed from 1 to $x+(1-x)\alpha$. A unit source gave $\alpha=1/3$, so now

$$\alpha=\tfrac13[x+(1-x)\alpha],\qquad \alpha=\frac{x}{2+x},\qquad
f=\frac{1-\alpha}{1+\alpha}=\frac1{1+x}.$$

For $x\to0$ the vacancy wanders off before the slow atom responds, and $f\to1$. For large $x$ the atom shuttles back and forth, and $f\to0$. Its diffusivity $xf\,c_VD_V$ then levels off at $c_VD_V$, limited by the vacancy's moves among the other atoms.

Near $x=1$, $D^*\propto x/(1+x)$, so a small relative change in $x$ produces half that relative change in $D^*$. Suppose the rate varies as the inverse square root of the jumping atom's mass. For a tag of 70.0 u in a crystal of mean mass 72.6 u, the rate rises by 1.8% and $D^*$ by 0.9%, at fixed $w$. This is an upper limit: in a real jump the neighbouring atoms share the motion over the barrier, which weakens the dependence on the tag's mass, so the effect in germanium is smaller.

**Q:** Now put numbers on my germanium problem. I work near 1100 K.

**A:** Let me use rough typical parameters: $a=0.566$ nm, vacancy formation energy 2.4 eV, formation entropy $9k$, migration energy 0.7 eV and attempt frequency $10^{13}$ per second. At 1100 K, $kT=0.0948$ eV. Then

$$c_V=e^{9-2.4/0.0948}\approx8.2\times10^{-8},$$

$$w=10^{13}e^{-0.7/0.0948}\approx6.2\times10^9\ \mathrm{s^{-1}} .$$

With $a$ expressed in centimetres,

$$D_V=\frac{(6.2\times10^9)(5.66\times10^{-8})^2}{8}
\approx2.5\times10^{-6}\ \mathrm{cm^2/s},$$

$$D^*=\tfrac12(8.2\times10^{-8})(2.5\times10^{-6})
\approx1.0\times10^{-13}\ \mathrm{cm^2/s}.$$

In angstrom units these are $2.5\times10^{10}$ and $1.0\times10^3$ Å$^2$/s.

The vacancy reaches a root-mean-square distance $L=1000$ nm in $L^2/(6D_V)\approx6.7\times10^{-4}$ s. Your halved diffusivity, $1.2\times10^{-6}$ cm$^2$/s, would make that $1.3\times10^{-3}$ s. If you then used it in $D^*=fc_VD_V$, you would count $f$ twice and get $5.1\times10^{-14}$ cm$^2$/s. With the correct $D^*$, the tracer spread along one axis in an hour is $\sqrt{2D^*t}\approx270$ nm.

**Q:** How far should I trust these values for real germanium?

**A:** The tracer value has the right rough size, about $10^{-13}$ cm$^2$/s. The separate values of $c_V$ and $D_V$ are less certain than their product, since different formation and migration parameters can give the same $D^*$. Each may be off by a factor of ten or more, and so may the vacancy's travel time and any estimate proportional to $c_V$ or $w$ alone. Vacancies dominate self-diffusion in germanium, which is why I chose it; in silicon, self-interstitials also carry atoms, and $fc_VD_V$ is then not the whole tracer diffusivity. Temperature matters more here than small corrections to the jump rate: 10 K more raises the model's $D^*$ by 34%. Thermal expansion from 300 K, at a rough $6\times10^{-6}$ per kelvin, raises either diffusivity by 1.0% at fixed $c_V$ and $w$. The leading tunnelling correction, with the attempt frequency standing in for the barrier frequency, raises the rate by 0.8%.

**Q:** And when would the vacancy itself stop walking randomly?

**A:** When its next jump remembers the last one. Suppose that with probability $p$ it is forced to reverse, and otherwise chooses freely. Free choices have zero mean, so $c=-p$ and

$$f_V=\frac{1-p}{1+p}.$$

For $p=0.2$ this is 0.667; a simulation of 20,000 walks of 200 jumps gives 0.668. In our example the total jump rate is $4w\approx2.5\times10^{10}$ per second. If lattice relaxation takes a rough 1 ps, the chance of another jump within that time is 0.025. Taking this as $p$ gives $f_V\approx0.95$. This is only a rough guide. It uses the jump rate of the relaxed lattice, the true relaxation time and jump direction are not calculated here, and the result follows the uncertain $w$: with a migration energy of 0.5 eV the same recipe gives $p\approx0.19$ and $f_V\approx0.69$.

**Q:** What about my doped wafers?

**A:** There the vacancy may not be isolated. Each donor has four neighbour sites. For an assumed donor–vacancy binding energy of 0.5 eV, the number of bound vacancies per free one is

$$4\,\frac{N_D}{N}\,e^{0.5/0.0948},\qquad N=\frac8{a^3}\approx4.4\times10^{22}\ \mathrm{cm^{-3}} .$$

At $N_D=10^{15}$ cm$^{-3}$ this is $1.8\times10^{-5}$, which is negligible. At $10^{19}$ cm$^{-3}$ it is 0.18. If the bound vacancies did not move, the average diffusivity over all vacancies would be divided by 1.18, a loss of about 15% caused by trapping.

Heavy doping can also change the number of vacancies. Let $n_e$ be the electron density and $n_i$ its value in undoped material, roughly $10^{19}$ cm$^{-3}$ at this temperature. With ionized donors and carriers treated as non-degenerate, charge balance requires $n_e-n_i^2/n_e=N_D$, so $10^{19}$ donors per cm$^3$ give $n_e\approx1.6\,n_i$. In the same approximation the density of doubly negative vacancies varies as $n_e^2$, so it rises by a factor of roughly 3 relative to undoped material. That changes $c_V$, and hence $D^*$, even if $w$ stays fixed.

Vacancies can bind to each other as well. For an assumed pair binding of 1.0 eV, the estimate is 0.012 paired partners per free vacancy. With these assumed binding energies, the isolated walk is a good starting point for lightly doped germanium near 1100 K, but not for the heavily doped case. The numerical output below gives the inputs and more digits.

**Q:** Then for my lightly doped wafer I use $wa^2/8$ for the vacancy and keep the half for the tracer.

**A:** Yes. Before applying a correlation factor, ask whose successive jumps it compares.

## Calculated quantities

```
D_V/(w a^2), slow mode: 0.125000
G_0 - G_2, zone sum: 1.33334
Atom: reversal probability: 0.3606
Atom: each other bond, probability: 0.0272
Atom: no return, probability: 0.5578
Atom: mean cosine: -0.33338
Atom: f from cosine: 0.49994
Atom: f, simulation: 0.4996 +/- 0.0010
Vacancy: f_V, simulation: 1.0046 +/- 0.0064
Cross terms, f_V - f, simulation: 0.5050
f for x = 0.5 and x = 3: 0.6665, 0.2499
f_V with reversal p = 0.2, simulation: 0.6678
Input temperature: 1100 K; kT: 0.09479 eV
Input lattice parameter: 0.566 nm
Input formation energy: 2.4 eV; entropy: 9 k
Input migration energy: 0.7 eV
Input attempt frequency: 1.0e+13 1/s
Site density: 4.412e+22 1/cm3
Vacancy site fraction c_V: 8.180e-08
Vacancy density: 3.609e+15 1/cm3
Rate per neighbour w: 6.207e+09 1/s
Vacancy jump rate 4w: 2.483e+10 1/s
Atom jump rate 4w c_V: 2.031e+03 1/s
D_V: 2.485e-06 cm2/s = 2.485e+10 angstrom2/s
D_tracer: 1.017e-13 cm2/s = 1.017e+03 angstrom2/s
c_V D_V (no correlation): 2.033e-13 cm2/s
Wrongly halved D_V: 1.243e-06 cm2/s
D_tracer with f counted twice: 5.083e-14 cm2/s
Vacancy time to rms 1000 nm: 6.706e-04 s
Same time with halved D_V: 1.341e-03 s
Tracer spread sqrt(2Dt), 3600 s: 270.5 nm
Input relaxation time: 1.0 ps
Memory: reversal probability 0.0245, f_V 0.9521
Input vacancy-pair binding: 1.0 eV
Paired partners per free vacancy: 0.0125
Input donor binding: 0.5 eV
Inputs: gap 0.3 eV, masses 0.5, 0.35 m_e
Intrinsic carrier density: 9.80e+18 1/cm3
Donors 1e+15 1/cm3: bound per free vacancy 1.77e-05
  c_V factor if doubly negative: 1.00010
Donors 1e+19 1/cm3: bound per free vacancy 1.77e-01
  c_V factor if doubly negative: 2.66734
Input masses: mean 72.6 u, tagged 70.0 u
Isotope: rate factor 1.0184, D_tracer factor 1.0091
Tunnelling rate factor: 1.0079
Input linear expansion: 6.0e-06 1/K, from 300 K
Expansion factor on D: 1.0096
D_tracer factor for +10 K: 1.343
```
